# How strongly must electron attraction enhance positron annihilation in aluminium?: verification in Python

```python
"""Positron annihilation in a metal: low-velocity rate and enhancement.

Result under test: the spin-averaged two-photon rate of a slow positron in
an electron gas of density n is pi r_e^2 c n. An observed lifetime tau_obs
then implies the enhancement gamma = tau_0 / tau_obs, where tau_0 is the
lifetime without electron-positron attraction.
Symbols: r_e classical electron radius, c light speed, n electron density,
k_F Fermi wave number, kappa Thomas-Fermi screening wave number, a0 Bohr
radius. The amplitude uses hbar = c = m = 1, with 4 pi e^2 taken out.
The contact problem uses lengths in a0 and energies in hartree.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

# Dirac matrices in the standard representation
I2 = np.eye(2, dtype=complex)
Z2 = np.zeros((2, 2), dtype=complex)
PAULI = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], dtype=complex)]
G0 = np.block([[I2, Z2], [Z2, -I2]])
GAMMA = [np.block([[Z2, s], [-s, Z2]]) for s in PAULI]
I4 = np.eye(4)


def slash(a):
    return a[0] * G0 - sum(a[i + 1] * GAMMA[i] for i in range(3))


def mdot(a, b):
    return a[0] * b[0] - np.dot(a[1:], b[1:])


def kinematics(beta, cos_theta):
    """Centre-of-mass momenta and transverse polarization vectors."""
    energy = 1 / np.sqrt(1 - beta**2)
    p_el = np.array([energy, 0, 0, energy * beta])
    p_pos = np.array([energy, 0, 0, -energy * beta])
    sin_theta = np.sqrt(1 - cos_theta**2)
    k1 = energy * np.array([1, sin_theta, 0, cos_theta])
    k2 = energy * np.array([1, -sin_theta, 0, -cos_theta])
    pols = [np.array([0, cos_theta, 0, -sin_theta]),
            np.array([0, 0, 1.0, 0])]
    return p_el, p_pos, k1, k2, pols


def pair_amplitudes(p_el, p_pos, k1, k2, e1, e2):
    """2x2 matrix of tree amplitudes: rows eta, columns xi."""
    norm = np.sqrt(p_el[0] + 1)
    u = (slash(p_el) + I4)[:, :2] / norm
    v = (-slash(p_pos) + I4)[:, 2:] / norm
    q1, q2 = p_el - k1, p_el - k2
    vertex = (slash(e2) @ (slash(q1) + I4) @ slash(e1) / (mdot(q1, q1) - 1)
              + slash(e1) @ (slash(q2) + I4) @ slash(e2)
              / (mdot(q2, q2) - 1))
    return v.conj().T @ G0 @ vertex @ u


def rate_coefficient(beta):
    """Spin-averaged sigma*v_rel in units of r_e^2 c, from the amplitude."""
    nodes, weights = np.polynomial.legendre.leggauss(24)
    angular_mean = 0.0
    for x, w in zip(nodes, weights):
        p_el, p_pos, k1, k2, pols = kinematics(beta, x)
        total = sum(np.sum(abs(pair_amplitudes(
            p_el, p_pos, k1, k2, a, b))**2) for a in pols for b in pols)
        angular_mean += 0.5 * w * total / 4
    energy = 1 / np.sqrt(1 - beta**2)
    flux = 1 / (4 * energy**2)
    phase_space = 0.5 / (8 * np.pi)
    return flux * phase_space * (4 * np.pi)**2 * angular_mean


# Gauge invariance away from threshold
p_el, p_pos, k1, k2, pols = kinematics(0.4, 0.3)
gauge_residual = np.max(abs(pair_amplitudes(p_el, p_pos, k1, k2, k1, pols[0])))
assert gauge_residual < 1e-12

# Threshold amplitude and its spin content
p_el, p_pos, k1, k2, pols = kinematics(0.0, 0.3)
direction = k1[1:] / k1[0]
square_sum = singlet_sum = triplet_sum = 0.0
for a in pols:
    for b in pols:
        amp = pair_amplitudes(p_el, p_pos, k1, k2, a, b)
        triple = np.dot(direction, np.cross(a[1:], b[1:]))
        assert np.allclose(amp, 2j * triple * np.eye(2), atol=1e-12)
        singlet = abs(np.trace(amp))**2 / 2
        square_sum += np.sum(abs(amp)**2)
        singlet_sum += singlet
        triplet_sum += np.sum(abs(amp)**2) - singlet
assert abs(square_sum - 16) < 1e-10
assert abs(triplet_sum) < 1e-10
threshold_coefficient = rate_coefficient(0.0)
assert abs(threshold_coefficient / np.pi - 1) < 1e-12
# A pure singlet beam has no average over the four spin states.
singlet_ratio = singlet_sum / (square_sum / 4)

# Aluminium: rough measured density, atomic mass, topic's observed lifetime
mass_density = 2.70          # g/cm^3
atomic_mass = 26.98          # u
valence = 3
tau_observed = 165e-12       # s
core_share = 0.10            # assumed, for sensitivity only

r_e = const.physical_constants['classical electron radius'][0] * 100
a0 = const.physical_constants['Bohr radius'][0] * 100
light_speed = const.c * 100
atom_density = mass_density / (atomic_mass * const.atomic_mass * 1000)
density = valence * atom_density
coefficient = np.pi * r_e**2 * light_speed
rate_free = coefficient * density
tau_free = 1 / rate_free
rate_observed = 1 / tau_observed
enhancement = rate_observed / rate_free
valence_enhancement = (1 - core_share) * enhancement
assert abs(tau_free * 1e12 - 740) < 5

# Velocity correction for an electron at the Fermi surface, positron at rest
k_fermi = (3 * np.pi**2 * density)**(1 / 3) * a0
v_over_c = const.alpha * k_fermi
velocity_shift = rate_coefficient(v_over_c / 2) / threshold_coefficient - 1
assert abs(velocity_shift) < 1e-4

# Thomas-Fermi screening, tested by differentiating the electron density
kappa = np.sqrt(4 * k_fermi / np.pi)


def gas_density(fermi_energy):
    return (2 * fermi_energy)**1.5 / (3 * np.pi**2)


e_fermi = k_fermi**2 / 2
step = 1e-4 * e_fermi
slope = (gas_density(e_fermi + step) - gas_density(e_fermi - step)) / (2 * step)
assert abs(4 * np.pi * slope / kappa**2 - 1) < 1e-6


def radial_solution(q, screening, strength, r_max):
    """Regular s wave; strength is +1 for attraction, -1 for repulsion."""
    r0 = 1e-5

    def equation(r, y):
        potential = strength * np.exp(-screening * r) / r
        return [y[1], -(q**2 + potential) * y[0]]

    start = [r0 - strength * r0**2 / 2, 1 - strength * r0]
    sol = solve_ivp(equation, (r0, r_max), start, method='DOP853',
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    return sol.y


def contact_factor(q, screening, strength, r_max=30.0):
    y = radial_solution(q, screening, strength, r_max)
    return 1 / (q**2 * y[0, -1]**2 + y[1, -1]**2)


def fermi_average(strength):
    nodes, weights = np.polynomial.legendre.leggauss(16)
    x, w = (nodes + 1) / 2, weights / 2
    values = [contact_factor(k_fermi * t / 2, kappa, strength) for t in x]
    return np.sum(3 * w * x**2 * np.array(values))


# Solver limits: no interaction and weakly screened Coulomb attraction
q_surface = k_fermi / 2
assert abs(contact_factor(q_surface, kappa, 0.0) - 1) < 1e-6
coulomb_exact = (np.pi / q_surface) / (1 - np.exp(-np.pi / q_surface))
coulomb_numeric = contact_factor(q_surface, 0.01, 1.0, 1200.0)
# The small remaining screening permits a deviation of order one percent.
assert abs(coulomb_numeric / coulomb_exact - 1) < 0.01

# A nodeless zero-energy wave means that this model has no bound s state.
zero_energy = radial_solution(1e-5, kappa, 1.0, 30.0)
assert np.all(zero_energy[0] > 0) and zero_energy[1, -1] > 0
attractive_average = fermi_average(1.0)
repulsive_average = fermi_average(-1.0)
assert attractive_average > 1 > repulsive_average

print(f"Threshold sum of |A|^2 (dimensionless): {square_sum:.6f}")
print(f"Triplet part of this sum: {abs(triplet_sum):.6f}")
print(f"Singlet rate / spin-averaged rate: {singlet_ratio:.6f}")
print(f"sigma v / (r_e^2 c), from amplitude: {threshold_coefficient:.6f}")
print(f"Classical electron radius: {r_e:.5e} cm")
print(f"Speed of light: {light_speed:.5e} cm/s")
print(f"Rate coefficient pi r_e^2 c: {coefficient:.4e} cm^3/s")
print(f"Input mass density (rough): {mass_density:.2f} g/cm^3")
print(f"Input atomic mass: {atomic_mass:.2f} u")
print(f"Input valence electrons per atom: {valence}")
print(f"Atom density: {atom_density:.4e} cm^-3")
print(f"Valence electron density: {density:.4e} cm^-3")
print(f"Unenhanced rate: {rate_free:.4e} s^-1")
print(f"Unenhanced lifetime: {tau_free * 1e12:.1f} ps")
print(f"Unenhanced lifetime, converted: {tau_free:.3e} s")
print(f"Input observed lifetime: {tau_observed * 1e12:.0f} ps")
print(f"Observed rate: {rate_observed:.4e} s^-1")
print(f"Required effective enhancement: {enhancement:.2f}")
print(f"Assumed core share of observed rate: {core_share:.2f}")
print(f"Valence enhancement with that share: {valence_enhancement:.2f}")
print(f"Fermi wave number times a0: {k_fermi:.4f}")
print(f"Fermi velocity / c: {v_over_c:.5f}")
print(f"Relative c.m. rate-coefficient shift: {velocity_shift:.2e}")
print(f"Annihilation range / Bohr radius: {const.alpha:.6f}")
print(f"Screening wave number times a0: {kappa:.4f}")
print(f"Model contact factor, attraction: {attractive_average:.2f}")
print(f"Model contact factor, repulsion: {repulsive_average:.3f}")
print(f"Coulomb check, numerical factor: {coulomb_numeric:.4f}")
print(f"Coulomb check, analytic factor: {coulomb_exact:.4f}")
print("all assertions hold")
```

Printed output:

```
Threshold sum of |A|^2 (dimensionless): 16.000000
Triplet part of this sum: 0.000000
Singlet rate / spin-averaged rate: 4.000000
sigma v / (r_e^2 c), from amplitude: 3.141593
Classical electron radius: 2.81794e-13 cm
Speed of light: 2.99792e+10 cm/s
Rate coefficient pi r_e^2 c: 7.4788e-15 cm^3/s
Input mass density (rough): 2.70 g/cm^3
Input atomic mass: 26.98 u
Input valence electrons per atom: 3
Atom density: 6.0266e+22 cm^-3
Valence electron density: 1.8080e+23 cm^-3
Unenhanced rate: 1.3522e+09 s^-1
Unenhanced lifetime: 739.6 ps
Unenhanced lifetime, converted: 7.396e-10 s
Input observed lifetime: 165 ps
Observed rate: 6.0606e+09 s^-1
Required effective enhancement: 4.48
Assumed core share of observed rate: 0.10
Valence enhancement with that share: 4.03
Fermi wave number times a0: 0.9257
Fermi velocity / c: 0.00676
Relative c.m. rate-coefficient shift: 1.14e-05
Annihilation range / Bohr radius: 0.007297
Screening wave number times a0: 1.0857
Model contact factor, attraction: 6.51
Model contact factor, repulsion: 0.231
Coulomb check, numerical factor: 6.7939
Coulomb check, analytic factor: 6.7951
all assertions hold
```
